# Microiterated Core Surfaces: Partial Gradient, Schur-Complement Hessian and Softening

## Definitions and conventions

Let \(x\) be the coordinates of a core whose energy is expensive, and \(y\) those of an environment whose energy is cheap. The total energy \(E(x,y)\) is smooth. Gradients are column vectors, written \(E_x\) and \(E_y\), and the full Hessian is

\[
H=\begin{pmatrix}H_{xx}&H_{xy}\\H_{yx}&H_{yy}\end{pmatrix},\qquad H_{yx}=H_{xy}^T .
\]

The bare block \(H_{xx}\) is the core Hessian with the environment held still. Microiterations minimize \(E\) over \(y\) at fixed \(x\). They reach \(y^*(x)\), where

\[
E_y(x,y^*(x))=0,\qquad H_{yy}\ \text{positive definite}. \tag{1}
\]

The relaxed core surface is \(W(x)=E(x,y^*(x))\). Macroiterations move \(x\) on this surface. Unless another point is named, derivatives of \(E\) are taken at \((x,y^*(x))\).

The results are

\[
\nabla W=E_x,\qquad \nabla^2W=S=H_{xx}-H_{xy}H_{yy}^{-1}H_{yx}. \tag{2}
\]

The matrix \(S\) is the Schur complement of \(H_{yy}\) in \(H\). It is never stiffer than \(H_{xx}\) along any core direction. It is strictly softer along \(v\) if and only if \(H_{yx}v\neq0\), so a direction that does not couple to the environment keeps its bare curvature.

The scheme can save work if \(E_y\) is available without repeating the core calculation. This holds for \(E=E_{\rm core}(x)+E_{\rm env}(x,y)\), where \(E_y\) involves the cheap term alone. It does not hold exactly when the environment polarizes the core electrons, as in electrostatic embedding, where the microiterations use an approximate energy.

## Gradient and Hessian

Since \(H_{yy}\) is invertible, the implicit function theorem gives a smooth local branch \(y^*(x)\). Differentiating \(E_y(x,y^*(x))=0\) with respect to \(x\) gives

\[
H_{yx}+H_{yy}\frac{dy^*}{dx}=0
\quad\Rightarrow\quad
\frac{dy^*}{dx}=-H_{yy}^{-1}H_{yx}. \tag{3}
\]

The chain rule for \(W\) reads

\[
\nabla W=E_x+\left(\frac{dy^*}{dx}\right)^TE_y=E_x . \tag{4}
\]

The environment does move with the core. Its motion drops out of the gradient because the environment force is zero. If the microiterations instead minimize an approximate energy, then \(E_y\) of the true energy need not vanish, and the second term in (4) must be kept. The response \(dy^*/dx\) in it then follows from (3) with the Hessian blocks of the approximate energy, not those of \(E\).

The Hessian follows by differentiating \(E_x(x,y^*(x))\) once more. Both arguments depend on \(x\), so

\[
\nabla^2W=H_{xx}+H_{xy}\frac{dy^*}{dx}
=H_{xx}-H_{xy}H_{yy}^{-1}H_{yx}.
\]

The environment response, absent from the gradient, enters here at first order.

## Why relaxation cannot stiffen the core

For a core displacement \(v\) and an environment displacement \(w\), the quadratic form of \(H\) is

\[
Q(v,w)=v^TH_{xx}v+2w^TH_{yx}v+w^TH_{yy}w .
\]

Put \(r=w+H_{yy}^{-1}H_{yx}v\). Expanding \(r^TH_{yy}r\) gives

\[
r^TH_{yy}r=w^TH_{yy}w+2w^TH_{yx}v+v^TH_{xy}H_{yy}^{-1}H_{yx}v .
\]

The first two terms on the right are the \(w\)-dependent terms of \(Q\). Hence

\[
Q(v,w)=v^TSv+r^TH_{yy}r. \tag{5}
\]

The last term is non-negative and vanishes at \(r=0\), so \(v^TSv=\min_wQ(v,w)\). A frozen environment is the particular choice \(w=0\), which cannot lie below the minimum. The difference is

\[
v^TH_{xx}v-v^TSv=(H_{yx}v)^TH_{yy}^{-1}(H_{yx}v)\ge0. \tag{6}
\]

Since \(H_{yy}^{-1}\) is positive definite, equality holds if and only if \(H_{yx}v=0\).

The eigenvalues, numbered upwards, are ordered too. By the min-max principle,

\[
\lambda_k(S)=\min_{\dim V=k}\ \max_{v\in V,\,|v|=1}v^TSv
\le\min_{\dim V=k}\ \max_{v\in V,\,|v|=1}v^TH_{xx}v=\lambda_k(H_{xx}).
\]

One core and one environment coordinate show the limits. For \(E=\tfrac12ax^2+bxy+\tfrac12cy^2\), equation (2) gives \(S=a-b^2/c\).

- As \(c\to+\infty\) at fixed \(b\), the environment becomes rigid and \(S\to a\).
- As \(c\to0^+\) with \(b\ne0\), the softening grows without bound. In a real surface this typically signals that the branch \(y^*(x)\) is about to be lost, and \(W\) may then jump to another branch.
- If \(c<0\), the environment sits at a maximum and \(S>a\) for \(b\ne0\). The softening result therefore needs the positive definiteness in (1).

## Minima and saddles are preserved

Define the invertible matrix

\[
T=\begin{pmatrix}1&0\\-H_{yy}^{-1}H_{yx}&1\end{pmatrix}.
\]

Multiplying out the blocks gives first

\[
HT=\begin{pmatrix}S&H_{xy}\\0&H_{yy}\end{pmatrix},
\]

and then, because the upper row of \(T^T\) is \((1,\,-H_{xy}H_{yy}^{-1})\),

\[
T^THT=\begin{pmatrix}S&0\\0&H_{yy}\end{pmatrix}. \tag{7}
\]

A congruence preserves the number of negative eigenvalues (Sylvester's law of inertia). As \(H_{yy}\) has none, \(S\) and \(H\) have equally many. Also, \(\nabla W=0\) together with \(E_y=0\) is stationarity of \(E\). A minimum of \(W\) with positive definite \(S\) is thus a minimum of \(E\), and a first-order saddle of \(W\) is a first-order saddle of \(E\). The bare block gives no such guarantee.

Inverting (7) gives \(H^{-1}=T\,\mathrm{diag}(S^{-1},H_{yy}^{-1})\,T^T\) when \(S\) is invertible. The upper row of \(T\) is \((1,0)\), so \((H^{-1})_{xx}=S^{-1}\). The relaxed core compliance is the core block of the full compliance.

## Unfinished microiterations

Suppose the environment stops at \(y=y^*+\delta\). Taylor expansion about \(y^*\), with \(E_y=0\) there, gives

\[
E(x,y)-W=\tfrac12\delta^TH_{yy}\delta+O(\delta^3),\qquad
E_x(x,y)-\nabla W=H_{xy}\delta+O(\delta^2). \tag{8}
\]

The energy error is of second order and the gradient error of first order. A converged energy is therefore a weak sign of a converged core gradient.

The residual environment gradient is \(E_y=H_{yy}\delta+O(\delta^2)\), so \(\delta=H_{yy}^{-1}E_y+O(\delta^2)\). Substitution in (8) suggests the corrected gradient

\[
g_{\rm corr}=E_x-H_{xy}H_{yy}^{-1}E_y=\nabla W+O(\delta^2), \tag{9}
\]

with every quantity taken at the actual \(y\). Evaluating the Hessian blocks there changes them by \(O(\delta)\). They multiply \(E_y=O(\delta)\), so the order of the error is unaffected.

To leading order the uncorrected error is \(H_{xy}H_{yy}^{-1}E_y\). A soft, coupled environment mode amplifies the residual, so the environment threshold should be set with this product in mind.

## Macroiterations

Let \(e\) be the core error near a minimum of \(W\) with positive definite \(S\). The relaxed gradient is \(Se+O(e^2)\). A Newton step with \(S\) leaves

\[
e'=e-S^{-1}Se+O(e^2)=O(e^2),
\]

which is quadratic convergence. A step with the bare block leaves

\[
e'=Me+O(e^2),\qquad M=1-H_{xx}^{-1}S. \tag{10}
\]

Here \(H_{xx}\) is positive definite too, by (6). The matrix \(H_{xx}^{-1}S\) is similar to \(H_{xx}^{-1/2}SH_{xx}^{-1/2}\), whose eigenvalues lie in \((0,1]\) because \(0<v^TSv\le v^TH_{xx}v\) for \(v\ne0\). The eigenvalues of \(M\) therefore lie in \([0,1)\). The bare-block step converges locally, but only linearly along every mode whose eigenvalue is non-zero. For a generic start the rate is the largest eigenvalue.

Near a saddle of \(W\) where \(H_{xx}\) is positive definite, \(H_{xx}^{-1}S\) has a negative eigenvalue. Then \(M\) has an eigenvalue above 1, and the bare-block step enlarges the error along the corresponding mode, so the iteration leaves the saddle from a generic start. A start without that component is not safe either, because the \(O(e^2)\) terms generally create it.

A quasi-Newton method fed with relaxed gradients learns the right matrix. Between two core points joined by a straight segment on one branch,

\[
\nabla W(x+\Delta x)-\nabla W(x)=\left[\int_0^1S(x+t\Delta x)\,dt\right]\Delta x ,
\]

so its secant data describe \(S\). A starting Hessian taken from the bare block is too stiff along coupled directions.

One macroiteration then runs as follows.

1. Minimize over \(y\) at fixed \(x\), starting from the previous environment shifted by \(-H_{yy}^{-1}H_{yx}\Delta x\), as (3) suggests.
2. Evaluate the relaxed energy and \(E_x\), with correction (9) if \(E_y\) is not negligible.
3. Step in \(x\) with \(S\) or a quasi-Newton estimate of it. A product \(Sv\) needs no inverse: solve \(H_{yy}z=H_{yx}v\) and form \(H_{xx}v-H_{xy}z\).
4. In a line search, compare relaxed energies, since these belong to the surface whose gradient is used.

## Worked example: a stretched chain

Seven atoms lie on a line between two walls, and the right wall is displaced outwards by 3.6 bohr. The displacements \(u_1,\dots,u_7\) are measured from the unstretched chain. The core is \(x=(u_3,u_4,u_5)\), and the environment is \(y=(u_1,u_2,u_6,u_7)\). With \(d\) the extension of a bond, the two core bonds have the Morse energy \(D(1-e^{-\alpha d})^2\), with \(D=0.2\) hartree and \(\alpha=1\) bohr\(^{-1}\). The other six bonds, three on each side, have energy \(\tfrac12kd^2+\tfrac14qd^4\), with \(k=0.2\) hartree/bohr² and \(q=0.1\) hartree/bohr⁴. These are round model parameters.

The outer springs have stiffness \(k+3qd^2>0\), so the environment energy is strictly convex in \(y\) and \(y^*(x)\) is unique. Equal tension makes the three springs on a side share their extension equally.

**Softening by hand.** Let each left spring have stiffness \(\kappa\). The left environment block and the relevant element of its inverse are

\[
\begin{pmatrix}2\kappa&-\kappa\\-\kappa&2\kappa\end{pmatrix},\qquad
\left(H_{yy}^{-1}\right)_{22}=\frac{2\kappa}{3\kappa^2}=\frac{2}{3\kappa}.
\]

Atom 3 couples to atom 2 alone, through \(-\kappa\). Its diagonal curvature falls by \(\kappa^2\cdot2/(3\kappa)=2\kappa/3\), so the wall spring felt by the core changes from \(\kappa\) to \(\kappa/3\), as for three springs in series.

At \(x=(1.0,1.6,2.4)\) bohr, \(\kappa=0.2+0.3/9=0.2333\) hartree/bohr², and the first core bond has stiffness 0.0214 in the same unit. The first diagonal element is \(0.2333+0.0214=0.2548\) in \(H_{xx}\) (from unrounded values) and \(0.0778+0.0214=0.0992\) in \(S\). The central core atom has no environment neighbour, and its element is 0.0032 in both matrices.

**Environment error.** At this geometry, displace \(y\) from \(y^*\) by \(\delta\) along \((1,2,-1,2)/\sqrt{10}\).

- For \(|\delta|=0.02\) bohr, the energy error is \(9.76\times10^{-5}\) hartree. The norm of the gradient error is \(3.33\times10^{-3}\) hartree/bohr, and the correction (9) reduces it to \(2.39\times10^{-5}\).
- Halving \(\delta\) divides these three errors by 4.00, 2.00 and 4.01, in agreement with the orders in (8) and (9).

**A saddle that looks like a minimum.** Newton's method in all seven coordinates finds a stationary point with core-bond extensions 1.751 and 0.191 bohr. The stiffnesses there, in hartree/bohr², are 0.2229 for each outer spring, \(-0.0453\) for the long core bond and 0.2158 for the short one. The eigenvalues are:

- \(H_{xx}\): 0.039, 0.188, 0.560 hartree/bohr²;
- \(S\): \(-0.021\), 0.054, 0.456 hartree/bohr².

The change of sign can be traced. Four springs \(a,b,c,d\) in a row, with three moving atoms between fixed ends, have the Hessian determinant

\[
(a+b)(bc+bd+cd)-b^2(c+d)=abcd\left(\frac1a+\frac1b+\frac1c+\frac1d\right).
\]

If \(b\) alone is negative, at most one eigenvalue is negative, because the quadratic form is positive on the two-dimensional space of displacements that leave spring \(b\) unstrained. As \(abcd<0\), the chain is stable when the sum of reciprocals is negative. In bohr²/hartree,

\[
\begin{aligned}
\text{frozen:}\quad &4.49-22.06+4.63+4.49=-8.45,\\
\text{relaxed:}\quad &13.46-22.06+4.63+13.46=+9.49 .
\end{aligned}
\]

Relaxation triples the compliance of each wall connection. This makes the sum positive and the stationary point unstable. With the environment frozen at this stationary point, the core has a strict local minimum. Steepest descent from 0.05 bohr to either side, along the negative mode of \(S\), returns to it. With microiterations, the same two starts lead to different minima:

- the intact chain, with both core bonds extended by 0.495 bohr and energy 0.17988 hartree;
- the broken chain, with extensions 2.960 and 0.053 bohr and energy 0.18610 hartree.

The stationary point has energy 0.18932 hartree. It is the saddle between them, and the barrier from the intact chain is \(0.18932-0.17988=0.00944\) hartree, or 0.257 eV. A core search started near this saddle, with the environment frozen at its saddle geometry, would accept the saddle as a stable structure.

**Convergence rate.** At the intact minimum the outer springs share one stiffness \(\kappa\). A rigid shift \(v=(1,1,1)\) of the core strains neither core bond, so

\[
H_{xx}v=\kappa(1,0,1)^T,\qquad Sv=\tfrac13\kappa(1,0,1)^T=\tfrac13H_{xx}v,\qquad Mv=\tfrac23v .
\]

The computed eigenvalues of \(M\) are 0, 0.552 and 0.667. The zero belongs to the uncoupled central atom, and the largest to the rigid shift.

Start 0.05 bohr from the minimum along this slowest mode, and stop when every component of the core gradient is below \(10^{-10}\) hartree/bohr. Steps with the bare block, recomputed at each point, reduce the error by the factor 0.667 per step and need 42 steps. Newton steps with \(S\) need 3. The error starts at \(5.0\times10^{-2}\) bohr and falls to \(1.2\times10^{-4}\) and \(1.5\times10^{-8}\) bohr after the first two steps. After the third it is below \(10^{-13}\) bohr, where rounding and the convergence thresholds hide its true size. Each macroiteration costs one core evaluation of the gradient and, in this comparison, of the core Hessian, so \(S\) saves 39 expensive steps here against a step that keeps using the bare block. This is not a saving over every method. A quasi-Newton update started from the bare block learns \(S\) from its secant data, and at a relaxed environment a Newton step in all coordinates moves the core by the same \(-S^{-1}E_x\), because \((H^{-1})_{xx}=S^{-1}\).
